# Hysteresis from a border trap under triangular gate sweeps: a program that tests the result

```python
# Hysteresis of a border trap under a triangular gate sweep.
# Mean occupancy f: df/dt = c(V)(1-f) - e(V)f, k=c+e, feq=c/k.
# Claim for the periodic state, D = f_down - f_up at equal gate voltage V:
#   D(V) = 2 * integral G(u(V),u(V')) feq'(V') dV',
#   G = sinh(u_less) sinh(U-u_more)/sinh(U), u = integral k dV / sweep rate,
# so D vanishes for very slow and for very fast sweeps.
# Internal units: V, eV, nm, s; areal densities in nm^-2; fields in V/nm.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq, minimize_scalar

KB = sc.k / sc.e
HB2M = sc.hbar**2 / sc.m_e / sc.e * 1e18      # hbar^2/m_e in eV nm^2
Q_EPS0 = sc.e / sc.epsilon_0 * 1e9            # q/eps0 in V nm

# Rough typical parameters: monolayer WSe2 on SiO2
TEMP = 300.0
MASS, SPLIT = 0.4, 0.04            # electron mass (m_e), spin splitting (eV)
T_OX, EPS_R = 20.0, 3.9
DEPTH, LEVEL0, RELAX = 1.0, 0.15, 2.0   # nm, eV above E_C at zero field, eV
BARRIER, MASS_OX, NU0 = 2.7, 0.4, 1e13  # eV, m_e, 1/s
N_TRAP = 1e-3                      # nm^-2, i.e. 1e11 cm^-2
V_LOW, V_HIGH, V_READ = -0.5, 5.0, 2.0
BREAKDOWN = 1.0                    # V/nm, rough strength of SiO2

WIDTH = V_HIGH - V_LOW
KAPPA = np.sqrt(2 * MASS_OX * BARRIER / HB2M) / 1.0
KAPPA = np.sqrt(2 * MASS_OX * BARRIER / HB2M)
NU = NU0 * np.exp(-2 * KAPPA * DEPTH)
DOS = 2 * MASS / (2 * np.pi * HB2M)           # two valleys, one spin each
BANDS = [(DOS, 0.0), (DOS, SPLIT)]
DELTA = Q_EPS0 * N_TRAP * (T_OX - DEPTH) / EPS_R
DISTANCE = np.linspace(0.0, WIDTH, 221)
V_GRID = V_LOW + DISTANCE
READ = int(np.argmin(abs(V_GRID - V_READ)))
assert abs(V_GRID[READ] - V_READ) < 1e-12


class Trap:
    """Gate-dependent rates from channel electrostatics and Marcus barriers."""

    def __init__(self, temp=TEMP, bands=BANDS, energy_resolved=False):
        kt = KB * temp
        eta = np.linspace(-0.7, 0.15, 4001)   # E_F - E_C
        n = sum(d * kt * np.logaddexp(0, (eta - off) / kt) for d, off in bands)
        field = Q_EPS0 * n / EPS_R
        gate = eta + field * T_OX
        keep = gate < 7.0
        eta, n, field, gate = eta[keep], n[keep], field[keep], gate[keep]
        level = LEVEL0 - field * DEPTH        # E_T - E_C
        n_c = sum(d * kt * np.exp(-off / kt) for d, off in bands)
        if energy_resolved:                   # each electron has its own barrier
            kin = np.linspace(0.0, 1.0, 501)
            capture = np.zeros_like(eta)
            for d, off in bands:
                en = kin[None, :] + off
                fermi = 1 / (1 + np.exp((en - eta[:, None]) / kt))
                bar = (RELAX + level[:, None] - en)**2 / (4 * RELAX * kt)
                y = fermi * np.exp(-bar)
                total = y.sum(axis=1) - 0.5 * (y[:, 0] + y[:, -1])
                capture += NU * d / n_c * total * (kin[1] - kin[0])
        else:
            capture = NU * n / n_c * np.exp(-(RELAX + level)**2 / (4 * RELAX * kt))
        self.kt = kt
        self.log_c = CubicSpline(gate, np.log(capture))
        self.logit = CubicSpline(gate, (eta - level) / kt)
        self.dlogit = self.logit.derivative()
        self.eta = CubicSpline(gate, eta)
        fine = np.linspace(V_LOW, V_HIGH, 20001)
        self.fine = fine
        self.k_fine = sum(self.rates(fine))
        self.k_int = CubicSpline(fine, self.k_fine).antiderivative()

    def rates(self, v):
        c = np.exp(self.log_c(v))
        return c, c * np.exp(-self.logit(v))

    def feq(self, v):
        return 1 / (1 + np.exp(-self.logit(v)))

    def dfeq(self, v):
        f = self.feq(v)
        return f * (1 - f) * self.dlogit(v)

    def green(self, speed, v):
        """Occupancy difference D(v) from the Green-function formula."""
        u_end = float(self.k_int(V_HIGH)) / speed
        u_v = float(self.k_int(v)) / speed

        def integrand(w):
            u_w = float(self.k_int(w)) / speed
            lo, hi = min(u_v, u_w), max(u_v, u_w)
            g = np.exp(lo - hi) * np.expm1(-2 * lo) * np.expm1(-2 * (u_end - hi))
            return 2 * g / (-2 * np.expm1(-2 * u_end)) * float(self.dfeq(w))

        step = speed / sum(self.rates(v))
        cuts = {V_LOW, V_HIGH, v}
        for m in (3, 12, 40):
            cuts |= {x for x in (v - m * step, v + m * step) if V_LOW < x < V_HIGH}
        cuts = sorted(cuts)
        return sum(quad(integrand, a, b, epsabs=1e-12, epsrel=1e-8, limit=100)[0]
                   for a, b in zip(cuts[:-1], cuts[1:]))

    def peak(self):
        r = minimize_scalar(lambda p: -self.green(10**p, V_READ),
                            bounds=(-1, 3), method="bounded",
                            options={"xatol": 1e-4})
        return 10**r.x, -r.fun


def leg(rates, speed, start, upward, shift=0.0):
    """Integrate the rate equation along one ramp; shift = trap feedback."""
    def slope(z, f):
        gate = V_LOW + z if upward else V_HIGH - z
        c, e = rates(gate - shift * f)
        return (c - (c + e) * f) / speed
    sol = solve_ivp(slope, (0.0, WIDTH), start, method="LSODA",
                    t_eval=DISTANCE, rtol=1e-10, atol=1e-12, max_step=0.05)
    assert sol.success
    return sol.y


def periodic(rates, speed):
    """Periodic state by shooting from an empty and from a full trap."""
    up = leg(rates, speed, [0.0, 1.0], True)
    down = leg(rates, speed, up[:, -1], False)
    memory = down[1, -1] - down[0, -1]
    f0 = down[0, -1] / (1 - memory)
    first = down[0, ::-1] - up[0]             # first cycle of an empty trap
    f_up = (1 - f0) * up[0] + f0 * up[1]
    f_down = ((1 - f0) * down[0] + f0 * down[1])[::-1]
    return f_up, f_down, memory, first


trap = Trap()
kt = trap.kt

# Electrostatics checked by direct Fermi integrals and root finding
def balance(eta):
    n = sum(quad(lambda x: d / (1 + np.exp((x + off - eta) / kt)), 0, 1.0,
                 epsabs=1e-13)[0] for d, off in BANDS)
    return eta + Q_EPS0 * n / EPS_R * T_OX - 3.0
assert abs(brentq(balance, -0.3, 0.15, xtol=1e-12) - trap.eta(3.0)) < 1e-6
# With few carriers, emission must obey the reverse Marcus barrier
field_low = (V_LOW - float(trap.eta(V_LOW))) / T_OX
reverse = NU * np.exp(-(RELAX - LEVEL0 + field_low * DEPTH)**2 / (4 * RELAX * kt))
assert abs(trap.rates(V_LOW)[1] / reverse - 1) < 1e-5
assert np.all(trap.dfeq(trap.fine) > 0)

# Leading coefficients: D = slow*s and D = fast/s
c_read, e_read = (float(x) for x in trap.rates(V_READ))
slow = 2 * float(trap.dfeq(V_READ)) / (c_read + e_read)
k_total = float(trap.k_int(V_HIGH))
f_mean = quad(lambda v: trap.rates(v)[0], V_LOW, V_HIGH, epsabs=1e-10)[0] / k_total
fast = 2 * quad(lambda v: trap.rates(v)[0] - f_mean * sum(trap.rates(v)),
                V_READ, V_HIGH, epsabs=1e-10)[0]

# Simulation over seven decades against formula and bounds
span = float(trap.feq(V_HIGH) - trap.feq(V_LOW))
slow_bound = 2 * np.max(trap.dfeq(trap.fine) / trap.k_fine)
speeds = 10.0**np.arange(-3, 5)
table = []
for s in speeds:
    f_up, f_down, memory, first = periodic(trap.rates, s)
    diff = f_down - f_up
    age = k_total / s
    for i in (40, READ, 160):
        exact = trap.green(s, V_GRID[i])
        assert abs(diff[i] - exact) < 1e-6 + 1e-4 * exact
    assert diff.min() > -1e-7
    assert diff.max() <= np.tanh(age / 2) * span + 1e-7
    assert diff.max() <= slow_bound * s + 1e-7
    assert abs(memory - np.exp(-2 * age)) < 1e-7
    u = float(trap.k_int(V_READ)) / s
    transient = -f_up[0] * (np.exp(u - 2 * age) - np.exp(-u))
    assert abs(first[READ] - diff[READ] - transient) < 1e-6
    table.append((s, f_up[READ], f_down[READ], diff[READ], diff.max()))
assert abs(table[0][3] / (slow * speeds[0]) - 1) < 2e-3
assert abs(table[-1][3] / (fast / speeds[-1]) - 1) < 2e-3
assert abs(f_up[READ] - f_mean) < 2e-3        # fastest sweep: frozen average

# One maximum in between, found from the formula, checked by simulation
scan = np.array([trap.green(10**p, V_READ) for p in np.linspace(-3, 4, 36)])
assert np.sum(np.diff(np.sign(np.diff(scan))) != 0) == 1
s_peak, d_peak = trap.peak()
f_up, f_down, memory_peak, first = periodic(trap.rates, s_peak)
assert abs(f_down[READ] - f_up[READ] - d_peak) < 1e-5

# Rates that vary with gate at a fixed ratio c/e give no hysteresis
def fixed_ratio(v):
    k = sum(trap.rates(v))
    return 0.3 * k, 0.7 * k
a, b, _, _ = periodic(fixed_ratio, s_peak)
assert np.max(abs(a - b)) < 1e-7

# Individual traps that jump at random
rng = np.random.default_rng(7)
count, dv = 20000, 0.01
n_step = round(WIDTH / dv)
read_step = round((V_READ - V_LOW) / dv)
mid = V_LOW + dv * (np.arange(n_step) + 0.5)
c_mid, e_mid = trap.rates(mid)
k_mid = c_mid + e_mid
relaxed = -np.expm1(-k_mid * dv / s_peak)
fill, empty = c_mid / k_mid * relaxed, e_mid / k_mid * relaxed
state = np.zeros(count, dtype=bool)
for cycle in range(3):
    for upward in (True, False):
        for j in range(n_step):
            i = j if upward else n_step - 1 - j
            r = rng.random(count)
            state = np.where(state, r >= empty[i], r < fill[i])
            if upward and j == read_step - 1:
                mc_up = state.mean()
            if not upward and i == read_step:
                mc_down = state.mean()
sigma = np.sqrt((mc_up * (1 - mc_up) + mc_down * (1 - mc_down)) / count)
assert abs(mc_down - mc_up - d_peak) < 4.5 * sigma + 1e-3

# Sweep rates at which hysteresis has fallen to 1 mV
s_slow, s_fast = 1e-3 / (DELTA * slow), DELTA * fast / 1e-3
for s in (s_slow, s_fast):
    assert abs(DELTA * trap.green(s, V_READ) / 1e-3 - 1) < 0.03

# Neglected effects
start = np.array([0.0])
for cycle in range(8):
    up = leg(trap.rates, s_peak, start, True, DELTA)
    down = leg(trap.rates, s_peak, up[:, -1], False, DELTA)
    change = abs(down[0, -1] - start[0])
    start = down[:, -1]
assert change < 1e-5
g_up, g_down = up[0], down[0, ::-1]
v_up = np.interp(V_READ, V_GRID - DELTA * g_up, V_GRID)
v_down = np.interp(V_READ, V_GRID - DELTA * g_down, V_GRID)
assert v_down > v_up                         # clockwise loop
q_band = (6 * 0.5 / (2 * np.pi * HB2M), 0.05)   # rough Q valleys: mass, offset
variants = [("Q valleys added", Trap(bands=BANDS + [q_band])),
            ("energy-resolved capture", Trap(energy_resolved=True)),
            ("temperature 350 K", Trap(temp=350.0))]
field_high = (V_HIGH - float(trap.eta(V_HIGH))) / T_OX
n_high = field_high * EPS_R / Q_EPS0
wkb = 4 / 3 * KAPPA * BARRIER / field_high
tilt = np.exp(2 * KAPPA * DEPTH
              - wkb * (1 - (1 - field_high * DEPTH / BARRIER)**1.5))
phi_t = BARRIER - LEVEL0
to_gate = NU0 * np.exp(-4 / 3 * np.sqrt(2 * MASS_OX * phi_t / HB2M) * phi_t / field_high)

print(f"Temperature {TEMP:.0f} K; kT {1e3*kt:.2f} meV")
print(f"WSe2 electron mass {MASS} m_e; spin splitting {SPLIT} eV")
print(f"Oxide thickness {T_OX:.0f} nm; relative permittivity {EPS_R}")
print(f"Trap depth {DEPTH} nm; level above E_C at zero field {LEVEL0} eV")
print(f"Relaxation energy {RELAX} eV; oxide barrier {BARRIER} eV")
print(f"Oxide tunnelling mass {MASS_OX} m_e; attempt rate {NU0:.0e} 1/s")
print(f"Trap density {N_TRAP*1e14:.1e} cm^-2")
print(f"Gate window {V_LOW} to {V_HIGH} V; reading at {V_READ} V")
print(f"Density of states per subband {DOS*1e14:.3e} 1/(eV cm^2)")
print(f"Decay constant {KAPPA:.3f} 1/nm; prefactor nu {NU:.3e} 1/s")
print(f"Shift per unit occupancy delta {1e3*DELTA:.2f} mV")
print("Gate V | E_F-E_C eV | c 1/s | e 1/s | f_eq")
for v in (V_LOW, 1.0, V_READ, 3.0, V_HIGH):
    c, e = trap.rates(v)
    print(f"{v:5.1f} | {trap.eta(v):8.4f} | {c:.3e} | {e:.3e} | {trap.feq(v):.3e}")
print(f"Half filling in equilibrium at {brentq(trap.logit, V_LOW, V_HIGH):.3f} V")
print(f"Smallest and largest k {trap.k_fine.min():.3f}, {trap.k_fine.max():.3f} 1/s")
print(f"Integral of k over window {k_total:.3f} V/s")
print(f"Slope of f_eq at reading {trap.dfeq(V_READ):.4f} 1/V")
print(f"Slow coefficient D/s {slow:.4f} s/V")
print(f"Fast coefficient D*s {fast:.4f} V/s; frozen occupancy {f_mean:.4f}")
print(f"Slow bound coefficient {slow_bound:.4f} s/V; f_eq span {span:.4f}")
print("Rate V/s | f_up | f_down | D at reading | delta*D mV | max D")
for s, fu, fd, d, dm in table:
    print(f"{s:8.3f} | {fu:.5f} | {fd:.5f} | {d:.3e} | {1e3*DELTA*d:.4f} | {dm:.3e}")
print(f"Peak rate {s_peak:.3f} V/s; crossing estimate {np.sqrt(fast/slow):.3f} V/s")
print(f"Peak: f_up {f_up[READ]:.4f}, f_down {f_down[READ]:.4f}, D {d_peak:.4f}")
print(f"Peak hysteresis {1e3*DELTA*d_peak:.2f} mV; U {k_total/s_peak:.3f}")
print(f"Peak: memory left after one cycle {memory_peak:.3e}")
print(f"Random jumps, {count} traps: D {mc_down-mc_up:.4f} +- {sigma:.4f}")
print(f"Hysteresis is 1 mV at {s_slow:.4f} V/s and at {s_fast:.1f} V/s")
print(f"With trap feedback, same rate: hysteresis {1e3*(v_down-v_up):.2f} mV")
for name, other in variants:
    sp, dp = other.peak()
    print(f"{name}: peak rate {sp:.3f} V/s, {1e3*DELTA*dp:.2f} mV")
print(f"At top of sweep: n {n_high*1e14:.3e} cm^-2, field {10*field_high:.3f} MV/cm")
print(f"Field / rough breakdown field of {10*BREAKDOWN:.0f} MV/cm: {field_high/BREAKDOWN:.3f}")
print(f"Barrier tilt at top of sweep multiplies rates by {tilt:.3f}")
print(f"Channel-to-gate tunnelling factor 10^{-wkb/np.log(10):.1f}")
print(f"Trap-to-gate tunnelling rate at top of sweep {to_gate:.1e} 1/s")
print(f"Rate factor for 0.1 nm more depth {np.exp(-0.2*KAPPA):.3f}")
print("verified")
```

It prints:

```
Temperature 300 K; kT 25.85 meV
WSe2 electron mass 0.4 m_e; spin splitting 0.04 eV
Oxide thickness 20 nm; relative permittivity 3.9
Trap depth 1.0 nm; level above E_C at zero field 0.15 eV
Relaxation energy 2.0 eV; oxide barrier 2.7 eV
Oxide tunnelling mass 0.4 m_e; attempt rate 1e+13 1/s
Trap density 1.0e+11 cm^-2
Gate window -0.5 to 5.0 V; reading at 2.0 V
Density of states per subband 1.671e+14 1/(eV cm^2)
Decay constant 5.324 1/nm; prefactor nu 2.374e+08 1/s
Shift per unit occupancy delta 88.16 mV
Gate V | E_F-E_C eV | c 1/s | e 1/s | f_eq
 -0.5 |  -0.5000 | 1.858e-10 | 1.544e+01 | 1.204e-11
  1.0 |  -0.0376 | 2.889e-02 | 5.494e+00 | 5.230e-03
  2.0 |  -0.0181 | 1.502e-01 | 2.021e+00 | 6.917e-02
  3.0 |  -0.0056 | 5.880e-01 | 7.212e-01 | 4.491e-01
  5.0 |   0.0120 | 6.327e+00 | 8.499e-02 | 9.867e-01
Half filling in equilibrium at 3.088 V
Smallest and largest k 1.309, 15.437 1/s
Integral of k over window 27.523 V/s
Slope of f_eq at reading 0.1597 1/V
Slow coefficient D/s 0.1471 s/V
Fast coefficient D*s 7.7751 V/s; frozen occupancy 0.1951
Slow bound coefficient 0.8845 s/V; f_eq span 0.9867
Rate V/s | f_up | f_down | D at reading | delta*D mV | max D
   0.001 | 0.06910 | 0.06924 | 1.471e-04 | 0.0130 | 8.845e-04
   0.010 | 0.06844 | 0.06992 | 1.472e-03 | 0.1297 | 8.843e-03
   0.100 | 0.06266 | 0.07768 | 1.502e-02 | 1.3237 | 8.661e-02
   1.000 | 0.03580 | 0.27376 | 2.380e-01 | 20.9773 | 5.103e-01
  10.000 | 0.01704 | 0.54947 | 5.324e-01 | 46.9369 | 5.681e-01
 100.000 | 0.15806 | 0.23541 | 7.735e-02 | 6.8186 | 7.871e-02
1000.000 | 0.19119 | 0.19897 | 7.775e-03 | 0.6854 | 7.907e-03
10000.000 | 0.19467 | 0.19545 | 7.775e-04 | 0.0685 | 7.908e-04
Peak rate 5.310 V/s; crossing estimate 7.270 V/s
Peak: f_up 0.0130, f_down 0.6246, D 0.6116
Peak hysteresis 53.91 mV; U 5.183
Peak: memory left after one cycle 3.147e-05
Random jumps, 20000 traps: D 0.6131 +- 0.0035
Hysteresis is 1 mV at 0.0771 V/s and at 685.4 V/s
With trap feedback, same rate: hysteresis 52.76 mV
Q valleys added: peak rate 4.661 V/s, 45.37 mV
energy-resolved capture: peak rate 13.774 V/s, 53.95 mV
temperature 350 K: peak rate 69.199 V/s, 46.99 mV
At top of sweep: n 5.375e+12 cm^-2, field 2.494 MV/cm
Field / rough breakdown field of 10 MV/cm: 0.249
Barrier tilt at top of sweep multiplies rates by 1.284
Channel-to-gate tunnelling factor 10^-33.4
Trap-to-gate tunnelling rate at top of sweep 2.3e-18 1/s
Rate factor for 0.1 nm more depth 0.345
verified
```
